# How much does ion dose vary between 5 nm squares?

**Question.** In the ion step of a directional atomic layer etch, a surface receives a mean fluence of \(10^{15}\) ions per square centimetre. Suppose the ion source is perfectly steady and uniform. How much does the number of ions still differ between separate squares of 5 nm by 5 nm, and how does this difference scale with fluence and size?

**Answer.** The first step is to count ions. Let \(F\) be the mean fluence, \(L\) the side of a square and \(a=L^2\) its area. Since \(1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}\), the fluence is \(F=10\ \mathrm{nm^{-2}}\), and the mean count is

\[
\mu=Fa=10\times 25=250 .
\]

"Dose" here means the number of ions that arrive, not the damage they do or the atoms they remove. Those are treated further below.

## The spread of the count

Let \(M\) ions land on a large surface of area \(A\). Assume that each lands with uniform probability over \(A\), independently of the others. An ion then hits the chosen square with probability \(p=a/A\). Give ion \(i\) a variable \(X_i\) that is 1 for a hit and 0 for a miss, so that the count is \(N=\sum_i X_i\). Because \(X_i^2=X_i\),

\[
\langle X_i\rangle=p,\qquad
\operatorname{Var}X_i=\langle X_i^2\rangle-\langle X_i\rangle^2=p-p^2 .
\]

Variances of independent variables add, so

\[
\langle N\rangle=Mp=\mu,\qquad \operatorname{Var}N=Mp(1-p)=\mu(1-p).
\]

For a square much smaller than the surface, \(p\ll1\) and the variance equals the mean. The whole distribution follows from the binomial law with \(p=\mu/M\):

\[
P(N)=\frac{M(M-1)\cdots(M-N+1)}{M^N}\,
\frac{\mu^N}{N!}\left(1-\frac{\mu}{M}\right)^{M}\left(1-\frac{\mu}{M}\right)^{-N}.
\]

As \(M\to\infty\) at fixed \(\mu\) and \(N\), the first and last factors tend to 1 and the third tends to \(e^{-\mu}\). This gives the Poisson law \(P(N)=e^{-\mu}\mu^N/N!\).

The standard deviation divided by the mean is therefore

\[
r=\frac{\sqrt{\mu}}{\mu}=\frac{1}{\sqrt{Fa}}=\frac{1}{L\sqrt F}.
\]

For the 5 nm square the standard deviation is \(\sqrt{250}=15.8\) ions, and \(r=15.8/250=6.3\) percent.

This is the spread of single squares about their common mean. The difference between two squares is a separate quantity. One ion cannot hit both of two disjoint squares, so \(\langle X_iY_i\rangle=0\), where \(Y_i\) marks a hit on the second square. Each ion contributes a covariance \(0-p^2\), and the total covariance is \(-Mp^2\). Hence

\[
\operatorname{Var}(N_1-N_2)=2Mp(1-p)+2Mp^2=2\mu .
\]

Relative to the mean count, the difference has standard deviation \(\sqrt{2/\mu}=8.9\) percent. The 6.3 percent thus describes the scatter of single squares about their mean, while the root-mean-square difference within a pair is larger by a factor \(\sqrt2\).

In a simulation, 2,500,000 independent ions were thrown on a patch of 500 nm by 500 nm and counted in 10,000 squares. The spread was 6.24 percent, and that of pair differences 8.81 percent.

## Scaling and rare squares

At fixed fluence the relative spread falls as \(1/L\). The formula gives 12.65 percent for a 2.5 nm square and 3.16 percent for a 10 nm square; the same simulated ions gave 12.68 and 3.15 percent. At fixed area it falls as \(1/\sqrt F\). To reach a chosen \(r\), the fluence must be

\[
F=\frac{1}{r^2a}.
\]

For \(r=1\) percent and the 5 nm square this is \(4\times10^{16}\ \mathrm{cm^{-2}}\), forty times the original fluence. The absolute scatter grows with fluence, as \(\sqrt{Fa}\), while the relative scatter shrinks.

A standard deviation is not a bound. Summing the Poisson law over counts more than 25 away from 250 shows that 10.7 percent of squares are off by more than a tenth of the mean. A normal distribution gives nearly the same value if its tails begin at 25.5, halfway between the last count kept and the first count excluded.

## Why independence matters

The mean count alone does not fix the spread. Place the same number of ions on a rectangular grid with steps of 0.2 nm and 0.5 nm, with the outermost points half a step from the edges of the squares, so that each square holds \(25\times10=250\) of them. Then displace every ion at random, with a standard deviation of 0.1 nm along each axis. The mean is unchanged, but the simulated spread is only 0.98 percent. This value depends on where the grid sits: with grid lines on the edges of the squares it is 1.7 percent, still far below the Poisson value. The 6.3 percent therefore rests on independent arrival.

Is that assumption reasonable in a plasma? Take argon ions, a flux of \(10^{15}\ \mathrm{cm^{-2}\,s^{-1}}\) and an electron temperature of 3 eV. Let the ions enter the sheath, the thin region that accelerates them to the surface, at the Bohm speed \(\sqrt{k_BT_e/m}=2692\ \mathrm{m/s}\), where \(m\) is the ion mass. Flux divided by speed gives a density of \(3.7\times10^9\ \mathrm{cm^{-3}}\), and the inverse cube root of the density gives a spacing of about 6500 nm. At this distance the Coulomb energy of two ions is \(2.2\times10^{-4}\) eV, against a thermal energy \(k_BT=0.043\) eV at 500 K. The ratio is about 0.005, so mutual repulsion should order the ions very little.

The timing supports this. One square receives 250 ions per second. Crossing a 1 mm sheath at the entry speed would take \(10^{-3}/2692\) s, and the real crossing is faster because the ions accelerate. The mean number in flight above one square is then at most about \(9\times10^{-5}\). These are estimates for a steady, uniform plasma; they do not exclude fluctuations of the source itself.

Charge left on the surface could also couple successive ions. Consider one fixed unit charge, treated as if in vacuum, and a singly charged ion of energy \(E=mv^2/2\) descending at lateral distance \(b\). In atomic units the sideways force at height \(z\) is \(b/(b^2+z^2)^{3/2}\). During \(dt=dz/v\) it adds a sideways velocity equal to force times \(dt/m\), which then acts for the remaining time \(z/v\). To first order, along the undeflected path, the shift on landing is

\[
\delta=\frac{1}{mv^2}\int_0^\infty\frac{b\,z\,dz}{(b^2+z^2)^{3/2}}
=\frac{1}{mv^2}\left[-\frac{b}{\sqrt{b^2+z^2}}\right]_0^\infty
=\frac{1}{mv^2}=\frac{1}{2E}.
\]

The distance \(b\) cancels: the force scales as \(1/b^2\), while the time for which it acts and the time left to drift sideways each scale as \(b\). At 50 eV the shift is 0.0144 nm, and integrated trajectories at \(b=2.5\) nm and 5 nm agree with this to within 1 percent. The formula requires \(1/b\ll E\), so it fails for a nearly head-on approach. For a charge on the surface of a dielectric of relative permittivity \(\varepsilon\), the field outside is smaller by \(2/(1+\varepsilon)\), and the shift on an oxide with \(\varepsilon=3.9\) is about 0.006 nm.

One charge is harmless on the scale of 5 nm, but the accumulated charge would not be. The full fluence carries 160 uC/cm2. If all of it stayed on an oxide of relative permittivity 3.9, with the opposite charge beneath, the field in the oxide would be 464 MV/cm. Silicon dioxide breaks down at roughly 10 MV/cm. About 98 percent of the ion charge must therefore be neutralised to keep a thin oxide below breakdown. On an oxide thicker than about 50 nm the limit is tighter, because the surface would reach 50 V and turn back 50 eV ions before the field reached 10 MV/cm. The counting result further assumes that the charge left over does not noticeably steer later ions.

## From arriving ions to etching

**Non-uniform fluence.** Suppose the local mean count itself varies between squares, with relative standard deviation \(u\). The Poisson variance, averaged over squares, is \(\mu\). The variation of the local means adds \(u^2\mu^2\). Dividing the sum by \(\mu^2\) gives

\[
r_{\rm total}^2=\frac1\mu+u^2 .
\]

With \(u=2\) percent the spread rises from 6.32 to 6.63 percent. If the squares are made larger but stay small compared with the distance over which the fluence varies, \(1/\mu\) shrinks while \(u\) hardly changes, so \(u\) acts as a floor. Still larger squares average over the variation, and \(u\) itself falls. A slow variation across a wafer does not add this much between close neighbours, since their local means are nearly equal.

**Finite impact size.** An ion disturbs a region around its landing point. Model this region as a Gaussian of standard deviation \(s\) along each axis. An ion landing at \((x,y)\), measured from the centre of the square, then contributes \(g(x)g(y)\) to the blurred dose, which is the summed share of the ions' action that falls inside the square. Here \(g(x)\) is the part of a one-dimensional Gaussian centred at \(x\) that lies between \(-L/2\) and \(L/2\). Since \(\int g\,dx=L\), the mean blurred dose is still \(FL^2\).

For the variance, divide the surface into small cells. Each cell has an independent count of variance \(F\,dx\,dy\), weighted by \((g(x)g(y))^2\), so the total is \(F\left(\int g^2dx\right)^2\). In \(\int g^2dx\), two Gaussians overlap. Their overlap is a Gaussian of variance \(2s^2\) in the separation \(q\) of two points in the interval, and separations \(\pm q\) occur with weight \(L-|q|\):

\[
\int g^2dx=\frac{1}{s\sqrt\pi}\int_0^L(L-q)\,e^{-q^2/4s^2}dq
=L\,\mathrm{erf}\frac{L}{2s}-\frac{2s}{\sqrt\pi}\left(1-e^{-L^2/4s^2}\right).
\]

Call this \(Lc\). The relative spread is \(\sqrt F\,Lc/(FL^2)=c/(L\sqrt F)\), so \(c\) multiplies the earlier result. For \(s=1\) nm and \(L=5\) nm, \(c=0.774\) and the spread falls to \(0.774\times6.32=4.90\) percent.

A simulation with 3000 repetitions gave 5.07 percent, which is 3.5 percent above the formula in relative terms. The expected sampling error is about 1.3 percent, so the gap is 2.7 standard errors, which chance produces in fewer than one run in a hundred. A longer run of 12,000 repetitions gives 4.89 percent, in line with the formula. Numerical integration of \(g^2\) agrees with the closed form to within \(10^{-7}\) in \(c\).

When \(L\gg s\), \(c\) tends to 1. When \(L\ll s\), expansion gives \(c\to L/(2s\sqrt\pi)\), and the spread tends to \(1/(2s\sqrt{\pi F})\). The growth as \(1/L\) then stops, because the impact size replaces the square as the averaging region.

**Self-limited removal.** Atomic layer etching aims to stop after the reactive layer is gone. Take \(S\) reactive sites on the square. Each ion picks one site at random and, if its atom is still there, removes it with probability \(Y\). Blur is left out here.

Call an ion effective if it would remove an atom from a filled site. Each arriving ion is an effective hit on a given site with probability \(Y/S\), and ineffective with probability \(1-Y\). Let \(p_j\) be the probabilities of these \(S+1\) outcomes and \(n_j\) their counts. Multiplying the Poisson law for \(N=\sum_jn_j\) by the multinomial law gives

\[
e^{-\mu}\frac{\mu^N}{N!}\,N!\prod_j\frac{p_j^{n_j}}{n_j!}
=\prod_j e^{-\mu p_j}\frac{(\mu p_j)^{n_j}}{n_j!},
\]

because \(\sum_jp_j=1\). The sites thus receive independent Poisson numbers of effective hits, each with mean \(x=Y\mu/S\). A site survives with probability \(e^{-x}\). The number removed is binomial, with mean \(S(1-e^{-x})\) and variance \(Se^{-x}(1-e^{-x})\), so its relative spread is

\[
r_{\rm rem}=\sqrt{\frac{e^{-x}}{S(1-e^{-x})}} .
\]

For small \(x\) this becomes \(1/\sqrt{Y\mu}\), the counting noise of effective ions. For large \(x\) it falls as \(e^{-x/2}/\sqrt S\).

With 7 sites per \(\mathrm{nm^2}\), \(S=175\). For \(Y=0.5\), \(x=0.5\times250/175=0.714\): 51 percent of the layer is removed, with a spread of 7.4 percent. At five times the fluence, with all else fixed, 97 percent is removed and the spread is 1.3 percent. The arriving dose would still scatter by \(6.32/\sqrt5=2.8\) percent. In this model, saturation has made the removal more even than the dose. That needs a large \(x\) and a strict stop. With \(Y=0.17\) the same fivefold fluence gives \(x=1.21\), 70 percent removed and a spread of 4.9 percent. With \(Y=0.5\), if an ion on a cleared site sputters a further atom with probability 0.01, the spread is 2.1 percent, and with probability 0.03 it is 3.0 percent, above that of the dose.

## What this says about a real etch

The parameters are rough values in the regime of argon-ion etching of chlorinated silicon; \(Y\), \(s\) and \(u\) in particular depend on the process and the reactor. For these values, a 2 percent non-uniformity raises the spread of the arriving dose from 6.3 to 6.6 percent. A 1 nm impact size, taken alone, gives a blurred dose with a spread of 4.9 percent. The removal model gives 7.4 percent for a half-finished layer and 1.3 percent near completion.

Real surfaces also break the rule of one atom per ion. The figure of 1.3 percent also assumes no sputtering of cleared sites. Removal of several atoms by one impact, renewed chlorination during the ion step and existing roughness are all left out, and their effect on the removal figures is not estimated here. The counting result does not depend on these surface processes. It is derived for independent arrivals and a uniform mean fluence. The full numerical output follows.

## Numbers as computed

```
fluence: 1.0e+15 cm^-2 = 10.0 nm^-2
square side: 5.0 nm; area: 25.0 nm^2
mean count: 250.0 ions; standard deviation: 15.81 ions
relative spread, formula: 6.32 percent
relative spread of pair difference, formula: 8.94 percent
simulated patch side: 500 nm; ions thrown: 2500000
number of 5 nm squares: 10000
side 2.5 nm: simulated 12.68 percent, formula 12.65 percent
side 5.0 nm: simulated 6.24 percent, formula 6.32 percent
side 10.0 nm: simulated 3.15 percent, formula 3.16 percent
pair difference, simulated: 8.81 percent
neighbour correlation, simulated: 0.002
binomial hit probability on patch: 1.0e-04
binomial variance: 249.975 ions^2
binomial-Poisson total variation distance: 2.4e-05
nearly regular arrivals, jitter 0.1 nm: 0.98 percent
areas off by more than 10 percent, Poisson: 10.66 percent
same, normal estimate: 10.68 percent
fluence for 1 percent spread: 4.0e+16 cm^-2
ion energy: 50 eV; flux: 1.0e+15 cm^-2 s^-1
electron temperature: 3.0 eV; ion temperature: 500 K
sheath thickness: 1.0 mm
ion speed at sheath edge: 2692 m/s
ion density at sheath edge: 3.72e+09 cm^-3
mean ion spacing: 6457 nm
Coulomb energy at that spacing: 2.23e-04 eV
ion thermal energy kT: 0.0431 eV
arrivals per area: 250 per s
ions in flight above one area, upper estimate: 9.3e-05
shift by one surface charge, formula: 0.0144 nm
shift from trajectory at lateral distance 2.5 nm: 0.0144 nm
shift from trajectory at lateral distance 5.0 nm: 0.0144 nm
total ion charge: 160 uC/cm^2
oxide relative permittivity: 3.9
oxide field if no charge were neutralised: 464 MV/cm
fluence non-uniformity: 2.0 percent
spread with non-uniformity: 6.63 percent
impact blur width: 1.0 nm; blur factor: 0.7744
spread of blurred dose, formula: 4.90 percent
spread of blurred dose, simulated: 5.07 percent
site density: 7.0 nm^-2; sites on area: 175
removal probability per ion on a filled site: 0.50
fluence 1.0e+15 cm^-2: x = 0.714, removed fraction 0.510
  removal spread: formula 7.40 percent, simulated 7.47 percent
fluence 5.0e+15 cm^-2: x = 3.571, removed fraction 0.972
  removal spread: formula 1.29 percent, simulated 1.28 percent
```
